The six orthorhombic sets of Stevens parameters: transformation, standardisation and checksums, part 1

(Sections cited here and not found follow in the second part.)

**Data and conventions**

A single multiplet of angular momentum J ≥ 3 (ħ = 1, X = J(J+1), J± = Jx ± iJy) lies in an orthorhombic crystal field. Mixing with other multiplets is neglected, and x, y, z are the three twofold axes:

H = Σ_k Σ_q B_k^q O_k^q,  k = 2, 4, 6,  q = 0, 2, …, k.   (1)

The parameter B_k^q is written Bkq, and λ = B22/B20. The Stevens operator O_k^q is defined as Sym P_k^q, where Sym replaces x, y, z by Jx, Jy, Jz and averages each product over all orderings of its factors. With r² = x² + y² + z² and c_q = Re (x + iy)^q,

P20 = 3z² − r²,  P22 = c_2
P40 = 35z⁴ − 30z²r² + 3r⁴,  P42 = (7z² − r²) c_2,  P44 = c_4
P60 = 231z⁶ − 315z⁴r² + 105z²r⁴ − 5r⁶,  P62 = (33z⁴ − 18z²r² + r⁴) c_2
P64 = (11z² − r²) c_4,  P66 = c_6.

For building matrices the reduced forms may be used, with L_q = J+^q + J−^q and {a, b} = ab + ba:

O20 = 3Jz² − X,  O22 = L_2/2,  O44 = L_4/2,  O66 = L_6/2
O40 = 35Jz⁴ − (30X − 25)Jz² + 3X² − 6X
O42 = {7Jz² − X − 5, L_2}/4
O60 = 231Jz⁶ − (315X − 735)Jz⁴ + (105X² − 525X + 294)Jz² − 5X³ + 40X² − 60X
O62 = {33Jz⁴ − (18X + 123)Jz² + X² + 10X + 102, L_2}/4
O64 = {11Jz² − X − 38, L_4}/4.

A frame label abc means that the new axes x′, y′, z′ lie along the old axes a, b, c, with signs chosen to make the rotation proper. The parameters B′ of a frame are defined by H = Σ B′ O(J′) for the same operator H. Energies are in μRy (10⁻⁶ Ry).

**Questions**

(a) Show that under a proper rotation of the frame the operators O_k^q transform as the polynomials P_k^q, and that the spectrum of (1) computed with B′ equals that computed with B.

(b) Determine how many frames and how many parameter sets preserve the form (1), and state the condition under which the count holds.

(c) Derive, for k = 2, 4, 6, the matrices A (frame yxz) and T (frame xzy), and express the matrix of every frame through them.

(d) Rudowicz standardisation selects the set with 0 ≤ B22′/B20′ ≤ 1. Find which frame does this for each value of λ, give the rule in terms of principal values, and state when the choice is not unique. Translate the range to E/D and to Wybourne parameters.

(e) Find quadratic and linear checksums of the transformation for ranks 4 and 6, and decide whether they detect a set in which rank 2 and ranks 4, 6 refer to different frames.

(f) For J = 4 take the model parameters, in μRy, B20 = 20, B22 = −40; B40 = 0.2, B42 = −1, B44 = 0.8; B60 = 0.004, B62 = 0.02, B64 = −0.05, B66 = 0.03. Generate the six sets, standardise, apply the checksums, and discuss the spectrum, the ground state and a Zeeman term of 50 μRy × Jx.

**Model answer (a)**

For linear forms ℓ_1, …, ℓ_k in x, y, z, the definition of Sym amounts to

Sym(ℓ_1 ⋯ ℓ_k) = (1/k!) Σ_π ℓ_π(1)(J) ⋯ ℓ_π(k)(J),   (2)

because both sides are linear in each ℓ_i and agree when every ℓ_i is one of x, y, z. Equation (2) refers to no particular coordinates. Let J′_i = Σ_a R_ia J_a with R orthogonal, so that J_a = Σ_i R_ia J′_i. Each old coordinate is a linear form in the new ones; expanding (2) in the new coordinates gives

Sym P(J) = Sym P̃(J′),  P̃(r′) = P(Rᵀr′).   (3)

Hence, if P_k^q(Rᵀr′) = Σ_p M_pq P_k^p(r′), then O_k^q(J) = Σ_p M_pq O_k^p(J′), and inserting this in (1),

B′_k^p = Σ_q M_pq B_k^q.   (4)

One matrix R enters (3) for every rank, so the three matrices M_2, M_4, M_6 must belong to one and the same frame.

For the spectrum, [J′_i, J′_j] = i Σ R_ia R_jb ε_abc J_c = i det R ε_ijl J′_l, by the identity R_ia R_jb ε_abc = det R ε_ijl R_lc. For det R = +1 the J′ obey the same algebra as the J, and J′² = J² = X. The ladder construction then gives a basis of eigenvectors of J′z in which the J′_i have the standard matrices. In that basis O(J′) has the matrix that O(J) has in the Jz basis. The matrix Σ B′ O built from standard matrices therefore represents the same operator H in another orthonormal basis, and its eigenvalues are those of Σ B O.

Four reduced forms follow at once: Sym(3z² − r²) = 3Jz² − J² = 3Jz² − X, and c_q = [(x + iy)^q + (x − iy)^q]/2 is a sum of powers of single linear forms, for which (2) gives (J+^q + J−^q)/2. The other five are not needed in parts (b) to (e). They are used for the matrices of part (f), and the numerical check tests them against the symmetrised products for J = 4 and J = 15/2.

The parameters of a frame are unique. The P_k^q are harmonic (shown in part (c)), and the harmonic polynomials of degree k carry the irreducible rotation representation of rank k. By (3), Sym maps this space covariantly, so it is either zero or one-to-one on it; it is one-to-one when J+^k ≠ 0, that is for k ≤ 2J, which is why J ≥ 3 is assumed. The trace Tr(a b) is rotation invariant and so vanishes between operators of different rank (Schur's lemma). Each rank can thus be discussed separately.

**Model answer (b)**

Using X = Jx² + Jy² + Jz² in O20 = 3Jz² − X = 2Jz² − Jx² − Jy², and O22 = Jx² − Jy²,

H_2 = Dx Jx² + Dy Jy² + Dz Jz²,
Dx = −B20 + B22,  Dy = −B20 − B22,  Dz = 2B20,  Dx + Dy + Dz = 0.   (5)

In a rotated frame (3) gives H_2 = Σ_ij (R D Rᵀ)_ij Sym(x′_i x′_j), with D the diagonal matrix of (5). The form (1) contains no product x′y′, y′z′ or z′x′, so R D Rᵀ must be diagonal, say D′. Then D Rᵀ = Rᵀ D′, and each row of R is an eigenvector of D. If Dx, Dy, Dz are distinct, the unit eigenvectors are ± the old axes. There are 3! = 6 assignments and 2³ = 8 sign choices, of which half have det R = +1, giving 24 frames, four to each assignment.

Every P_k^q is even in x, in y and in z separately, since c_q with even q contains only even powers of x and y. The signs therefore drop out of (3), and the four frames of one assignment give the same parameters. Part (c) shows that each of these frames does preserve (1) at ranks 4 and 6. There are six parameter sets, labelled xyz, yxz, xzy, yzx, zxy, zyx; in group language the 24 rotations form the octahedral group O, the four that only change signs form D₂, and O/D₂ is the permutation group of three axes.

The condition of distinct principal values fails when Dx = Dy (λ = 0), Dx = Dz (B22 = 3B20, λ = 3) or Dy = Dz (λ = −3). Take λ = 0. Rank 2 is then axial and allows any rotation α about z. Under φ = φ′ + α, cos qφ = cos qα cos qφ′ − sin qα sin qφ′, so the form (1) survives only if Bkq sin qα = 0 for all k and q. For α = 45° this requires B42 = B62 = B66 = 0, a tetragonal field; for α = 30° it requires that B66 be the only term with q > 0, a hexagonal field. In any frame where (1) holds the three axes are twofold axes of H, because every P_k^q is even in each coordinate; a frame outside the 24 has an axis off x, y, z and so brings a further twofold axis. Extra frames therefore exist only when the symmetry is higher than orthorhombic, and they need not give new parameters: the 45° turn of the tetragonal field has cos 4α = −1 and reverses B44 and B64, which is a set outside the six, whereas the 30° turn of the hexagonal field has cos 6α = −1 and reverses only B66, which reproduces the set of frame yxz found in part (c).

**Model answer (c)**

First the polynomials are shown to be harmonic. The function u = z^a c_q is homogeneous of degree d = a + q, and ∇²u = a(a − 1) z^(a−2) c_q because c_q is the real part of an analytic function of x + iy and does not depend on z. With ∇r^(2m) = 2m r^(2m−2) r, Euler's relation r·∇u = d u and ∇²r^(2m) = 2m(2m + 1) r^(2m−2),

∇²(r^(2m) u) = a(a − 1) z^(a−2) r^(2m) c_q + 2m(2m + 1 + 2d) z^a r^(2m−2) c_q.   (6)

Collecting equal powers:

P20: 3·2 − 2·3 = 0
P40: z² terms 35·12 − 30·14 = 0; r² terms −30·2 + 3·20 = 0
P42: 7·2 − 14 = 0
P60: z⁴ terms 231·30 − 315·22 = 0; z²r² terms −315·12 + 105·36 = 0; r⁴ terms 105·2 − 5·42 = 0
P62: z² terms 33·12 − 18·22 = 0; r² terms −18·2 + 36 = 0
P64: 11·2 − 22 = 0,

and c_2, c_4, c_6 are harmonic themselves.

Next, a harmonic polynomial even in z is fixed by its values on the plane z = 0. Writing f = Σ_n z^(2n) f_n(x, y), the coefficient of z^(2n) in ∇²f = 0 is

(2n + 2)(2n + 1) f_(n+1) = −(∂x² + ∂y²) f_n,   (7)

so f_0 determines all f_n. If f has degree k and is also even in x and y, then f_0 is a combination of the k/2 + 1 monomials x^(k−2j) y^(2j), and by homogeneity it is fixed by its values on the unit circle x = cos φ, y = sin φ. On that circle c_p = cos pφ and r = 1, so

P_k^p = s_p cos pφ,  s = (−1, 1) for k = 2, (3, −1, 1) for k = 4, (−5, 1, −1, 1) for k = 6.   (8)

These k/2 + 1 functions are independent, so the P_k^p are a basis of the harmonic polynomials of degree k that are even in each coordinate. A permutation of axes preserves degree, harmonicity and evenness. It therefore maps each P_k^q into a combination of the P_k^p, which completes part (b), and the coefficient M_pq is the coefficient of cos pφ in the restriction to z′ = 0, divided by s_p.

Frame yxz. Old x = ±y′, old y = ±x′, so on the circle cos φ and sin φ change places, φ → π/2 − φ, and cos qφ → cos(qπ/2) cos qφ for even q. Thus

A = diag((−1)^(q/2)):  B22, B42, B62, B66 change sign, the rest do not.   (9)

Frame xzy. Old x = ±x′, old y = ±z′, old z = ±y′. On z′ = 0, x′ = cos φ, y′ = sin φ the function needed is P_k^q at x = cos φ, y = 0, z = sin φ. There c_q = cos^q φ. Put S = sin φ and C_n = cos nφ. The binomial expansion of [(e^(iφ) − e^(−iφ))/2i]^n gives

S² = (1 − C_2)/2
S⁴ = (3 − 4C_2 + C_4)/8
S⁶ = (10 − 15C_2 + 6C_4 − C_6)/32,   (10)

and the powers of cos φ follow from φ → φ + π/2, which reverses C_2 and C_6.

Rank 2:

P20 = 3S² − 1 = 1/2 − (3/2)C_2
P22 = cos²φ = 1/2 + (1/2)C_2.

Division by s = (−1, 1) gives the columns (−1/2, −3/2) and (−1/2, 1/2).

Rank 4, in units of 1/8, with 1 = 8, S² = 4 − 4C_2, S⁴ = 3 − 4C_2 + C_4:

P40 = 35S⁴ − 30S² + 3: constant 105 − 120 + 24 = 9; C_2: −140 + 120 = −20; C_4: 35
P42 = (7S² − 1)(1 − S²) = −7S⁴ + 8S² − 1: constant −21 + 32 − 8 = 3; C_2: 28 − 32 = −4; C_4: −7
P44 = cos⁴φ: 3, 4, 1.

Division by s = (3, −1, 1) gives the columns (3, 20, 35), (1, 4, −7), (1, −4, 1).

Rank 6, in units of 1/32, with 1 = 32, S² = 16 − 16C_2, S⁴ = 12 − 16C_2 + 4C_4:

P60 = 231S⁶ − 315S⁴ + 105S² − 5:
 constant 2310 − 3780 + 1680 − 160 = 50; C_2: −3465 + 5040 − 1680 = −105; C_4: 1386 − 1260 = 126; C_6: −231
P62 = (33S⁴ − 18S² + 1)(1 − S²) = −33S⁶ + 51S⁴ − 19S² + 1:
 constant −330 + 612 − 304 + 32 = 10; C_2: 495 − 816 + 304 = −17; C_4: −198 + 204 = 6; C_6: 33
P64 = (11S² − 1)(1 − S²)² = 11S⁶ − 23S⁴ + 13S² − 1:
 constant 110 − 276 + 208 − 32 = 10; C_2: −165 + 368 − 208 = −5; C_4: 66 − 92 = −26; C_6: −11
P66 = cos⁶φ: 10, 15, 6, 1.

Division by s = (−5, 1, −1, 1) gives the columns (−10, −105, −126, −231), (−2, −17, −6, 33), (−2, −5, 26, −11), (−2, 15, −6, 1). Written out through (4), the transformation T is

B20′ = (−B20 − B22)/2
B22′ = (−3B20 + B22)/2

B40′ = (3B40 + B42 + B44)/8
B42′ = (20B40 + 4B42 − 4B44)/8
B44′ = (35B40 − 7B42 + B44)/8

B60′ = (−10B60 − 2B62 − 2B64 − 2B66)/32
B62′ = (−105B60 − 17B62 − 5B64 + 15B66)/32
B64′ = (−126B60 − 6B62 + 26B64 − 6B66)/32
B66′ = (−231B60 + 33B62 − 11B64 + B66)/32.   (11)

The rank-2 lines agree with (5): exchanging Dy and Dz gives B20′ = Dy/2 and B22′ = (Dx − Dz)/2. A cubic field must be unchanged. For (B40, B42, B44) = (1, 0, 5), (11) gives (8/8, 0/8, 40/8) = (1, 0, 5); for (B60, B62, B64, B66) = (1, 0, −21, 0) it gives (32/32, 0, −672/32, 0) = (1, 0, −21, 0).

For the other frames, A applied to any set exchanges the first two letters of its label and T the last two, because each acts on the current axes. Successive operations multiply from the left. The paths xyz → yxz → yzx (A, then T), xyz → xzy → zxy (T, then A) and yzx → zyx (A once more) give

M(xyz) = 1, M(yxz) = A, M(xzy) = T, M(yzx) = TA, M(zxy) = AT, M(zyx) = ATA.   (12)

Since A is diagonal, (TA)_pq = (−1)^(q/2) T_pq, (AT)_pq = (−1)^(p/2) T_pq, and ATA carries both signs. The label algebra implies A² = T² = (AT)³ = 1, so the cycles TA and AT are inverse to each other and are different matrices. Only polynomials entered the derivation, so (9), (11) and (12) hold equally for parameters that differ from Bkq by a factor depending on k alone, such as the A_k^q⟨r^k⟩ of the one-electron potential.

We have shown that the spectrum is the same in every frame, that six parameter sets preserve the orthorhombic form when the rank-2 principal values are distinct, and that the matrices A and T generate all six. It remains to find which frame is standard for each λ, to derive the checksums, and to work through the J = 4 example.
